# Supercell Energies Fix Sums of Exchange Couplings over Periodic Images

Suppose the energies of several magnetic patterns in a 4×4 supercell are fitted to a Heisenberg model with five neighbour shells. The fit reproduces every energy, and also the energies of patterns it never saw in that cell. Yet in the example below it returns a nearest-neighbour coupling of 11.5 meV where the true value is 10 meV, and it places a stripe of period six 2.0 meV per site too low. No noise is present. The fitted number is a sum of two couplings, carrying the name of one.

## The belief and its appeal

The belief is this: if there are more independent energies than unknown couplings, and the fit leaves almost no residual, then the individual couplings have been measured. For a general linear problem with the correct unknowns and independent columns this is sound, and a poor residual does expose a poor model. The belief also seems to offer a remedy for doubt: compute more configurations.

What it overlooks is that all configurations of one supercell share its periodicity. This forces certain spins to be equal in every configuration, so some couplings always enter the energy together.

## Model and conventions

Take a square lattice with lattice constant 1 and one classical unit spin $\mathbf s_i$ per site. Couplings are isotropic, have the symmetry of the lattice, and act between pairs. For a supercell of $N$ sites, the energy per site is

$$
\frac EN=e_0-\frac1{2N}\sum_{i}\sum_{\mathbf R\ne0}J(\mathbf R)\,\mathbf s_i\cdot\mathbf s_{i+\mathbf R}.
$$

The sum over $i$ covers one cell and that over $\mathbf R$ the infinite lattice. The factor $1/2$ compensates for meeting each bond from both ends, and positive $J$ favours parallel spins. The couplings $J_1,\dots,J_6$ belong to the shells of $(1,0)$, $(1,1)$, $(2,0)$, $(2,1)$, $(2,2)$ and $(3,0)$. The fourth shell has 8 neighbours, the others 4.

Real materials may also have multi-spin terms or moments that change with the pattern. These are left out here, so that whatever goes wrong is due to periodicity alone.

## Periodicity folds the couplings

Let $\mathbf T$ run over the supercell translations. Every $\mathbf R$ can be written uniquely as $\mathbf d+\mathbf T$, with $\mathbf d$ one of the $N$ displacements inside the cell. Since $\mathbf s_{i+\mathbf d+\mathbf T}=\mathbf s_{i+\mathbf d}$,

$$
\sum_{\mathbf R}J(\mathbf R)\,\mathbf s_i\cdot\mathbf s_{i+\mathbf R}
=\sum_{\mathbf d}\tilde J(\mathbf d)\,\mathbf s_i\cdot\mathbf s_{i+\mathbf d},
\qquad
\tilde J(\mathbf d)=\sum_{\mathbf T}J(\mathbf d+\mathbf T),
$$

with $J(0)=0$. The term $\mathbf d=0$ contains $\mathbf s_i\cdot\mathbf s_i=1$ and is a constant. Therefore

$$
\frac EN=\Big[e_0-\tfrac12\tilde J(0)\Big]-\frac12\sum_{\mathbf d\ne0}\tilde J(\mathbf d)\,C(\mathbf d),
\qquad
C(\mathbf d)=\frac1N\sum_i\mathbf s_i\cdot\mathbf s_{i+\mathbf d}.
$$

No configuration that repeats with this cell, collinear or not, can reveal more than the bracket and the folded couplings $\tilde J(\mathbf d)$. Strict repetition is essential. If the spins are instead rotated by a fixed angle from one cell to the next, as in spin-spiral calculations without spin-orbit coupling, then $\mathbf s_{i+\mathbf d+\mathbf T}\neq\mathbf s_{i+\mathbf d}$ and the limit does not apply. A flat spiral of wavevector $(\pi/3,0)$, for instance, gives $J_1$ the coefficient $-\tfrac12(2\cos\tfrac\pi3+2)=-\tfrac32$ and $J_6$ the coefficient $-\tfrac12(2\cos\pi+2)=0$ in a cell of any size. Everything below refers to strictly periodic patterns.

Collinear patterns suffice to reach this limit. For $s_i=\pm1$, average over all $2^N$ patterns: the mean of $(s_is_j)(s_ks_l)$ is zero unless the two pairs are the same. The functions $C(\mathbf d)$ for different $\pm\mathbf d$ contain no common pair, so they are linearly independent of one another and of the constant.

For a square $L\times L$ cell, lattice symmetry sorts the displacements into classes related by sign changes and exchange of $x$ and $y$, modulo $L$. Each shell folds into one class. Its $z_n$ vectors are shared equally among the $m$ displacements of that class, so it contributes $(z_n/m)J_n$ to each $\tilde J(\mathbf d)$. Two shells in the same class have proportional effects on every energy; shells in different classes can be separated, except that a shell in the class of $(0,0)$ only shifts the constant and merges with $e_0$.

In the 4×4 cell the classes are those of $(0,0)$, $(1,0)$, $(1,1)$, $(2,0)$, $(2,1)$ and $(2,2)$, with sizes 1, 4, 4, 2, 4 and 1. Because $(3,0)=(-1,0)+(4,0)$, the sixth shell falls on the first:

$$
\tilde J(1,0)=J_1+J_6,\quad \tilde J(1,1)=J_2,\quad \tilde J(2,0)=2J_3,\quad \tilde J(2,1)=2J_4,\quad \tilde J(2,2)=4J_5.
$$

The cell edge therefore does not act as a simple cutoff in distance. The coupling $J_5$, at distance 2.83, lies beyond half the cell edge and is still resolved, because no other shell of the model folds into its class. The shortest-range coupling, $J_1$, is lost, together with $J_6$.

## The same limit in reciprocal space

Write $\mathbf s_i=\sum_{\mathbf q}\mathbf a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r_i}$, where $\mathbf q$ runs over the $N$ wavevectors compatible with the cell. Since the spins are real, $\mathbf s_i$ also equals $\sum_{\mathbf q}\mathbf a^*_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r_i}$. Using this form for the first spin, the sum over $i$ removes all cross terms:

$$
\frac1N\sum_i\mathbf s_i\cdot\mathbf s_{i+\mathbf R}=\sum_{\mathbf q}w_{\mathbf q}e^{i\mathbf q\cdot\mathbf R},
\qquad w_{\mathbf q}=|\mathbf a_{\mathbf q}|^2 .
$$

At $\mathbf R=0$ this gives $\sum_{\mathbf q}w_{\mathbf q}=1$. With $J(\mathbf q)=\sum_{\mathbf R}J(\mathbf R)\cos(\mathbf q\cdot\mathbf R)$, where inversion symmetry removes the sine part,

$$
\frac EN=\sum_{\mathbf q}w_{\mathbf q}\,\varepsilon(\mathbf q),\qquad \varepsilon(\mathbf q)=e_0-\tfrac12J(\mathbf q).
$$

A supercell with strictly periodic spins samples the curve $\varepsilon(\mathbf q)$ at its own wavevectors, and hence $J(\mathbf q)$ up to a common constant. It says nothing about the values between them unless the range of the couplings is assumed. The number of determinable combinations cannot exceed the number of symmetry-inequivalent wavevectors. For square cells that number equals the number of displacement classes above, because both count pairs of integers modulo $L$ under the same symmetry operations. With enough shells the maximum rank is thus 3 for a 2×2 cell, 3 for 3×3 and 6 for 4×4. Enumeration of all collinear patterns confirms these ranks.

## What singular values say

Collect the unknowns in $x=(e_0,J_1,\dots,J_6)$ and the energies per site in a vector $E=Xx$. The singular value decomposition $X=U\Sigma V^{\mathsf T}$ finds the directions $v$ in parameter space for which $Xv=0$. If $x$ fits the energies, so does $x+\alpha v$ for any $\alpha$. A combination $c\cdot x$ is determined if and only if $c\cdot v=0$ for every such null vector. In particular, $J_n$ is determined if and only if every null vector has zero component on $J_n$.

Take round parameters in meV:

$$
e_0=20,\quad J_1=10,\quad J_2=-4,\quad J_3=2,\quad J_4=1,\quad J_5=-0.5,\quad J_6=1.5 .
$$

Choose six patterns $s_i=\sqrt2\cos(\mathbf q\cdot\mathbf r_i-\pi/4)$ with both components of $\mathbf q$ multiples of $\pi/2$. They fit in the 4×4 cell, and since $\mathbf q\cdot\mathbf r_i$ is a multiple of $\pi/2$, every $s_i$ is $\pm1$. Each contains one wavevector $\mathbf q$ and its negative, so the coefficient of $J_n$ is $-\tfrac12\sum_{\mathbf R\in n}\cos(\mathbf q\cdot\mathbf R)$.

| $\mathbf q/\pi$ | $J_1$ | $J_2$ | $J_3$ | $J_4$ | $J_5$ | $J_6$ | $E/N$ (meV) |
|---|---|---|---|---|---|---|---|
| (0, 0) | −2 | −2 | −2 | −4 | −2 | −2 | −2.0 |
| (1, 1) | 2 | −2 | −2 | 4 | −2 | 2 | 52.0 |
| (1, 0) | 0 | 2 | −2 | 0 | −2 | 0 | 9.0 |
| (½, 0) | −1 | 0 | 0 | 2 | 2 | −1 | 9.5 |
| (½, 1) | 1 | 0 | 0 | −2 | 2 | 1 | 28.5 |
| (½, ½) | 0 | 0 | 2 | 0 | −2 | 0 | 25.0 |

The coefficient of $e_0$ is 1 throughout. The columns of $J_1$ and $J_6$ are identical, since $\cos3k=\cos(4k-k)=\cos k$ when $k$ is a multiple of $\pi/2$. The null vector is $v=(0,1,0,0,0,0,-1)/\sqrt2$.

Here a detail of the output matters. For six energies and seven unknowns the program lists six singular values, from 7.050 down to 2.113, and none is zero. The missing direction shows up as a missing seventh value. The rank must be compared with the number of unknowns, not with the length of the list. Adding patterns does not help: all 65536 collinear patterns of this cell together still have rank 6.

The equations can be solved by hand for $S=J_1+J_6$. Subtracting the first energy from the second, and the fourth from the fifth, gives

$$
4S+8J_4=54,\qquad 2S-4J_4=19 .
$$

Hence $S+2J_4=13.5$ and $S-2J_4=9.5$, so $S=11.5$ and $J_4=1$. The mean of the first two energies and the third energy give

$$
e_0-2J_2-2J_3-2J_5=25,\qquad e_0+2J_2-2J_3-2J_5=9,
$$

so $J_2=-4$ and $e_0-2J_3-2J_5=17$. Subtracting this from the last energy, $e_0+2J_3-2J_5=25$, yields $J_3=2$ and then $e_0-2J_5=21$. The mean of the fourth and fifth energies is $e_0+2J_5=19$. Therefore $e_0=20$ and $J_5=-0.5$. Everything is recovered except the division of $S$.

## Two ways to hide the ambiguity

The first is to omit $J_6$. The remaining six columns are independent, with singular values between 6.649 and 2.113, and the fit returns $J_1=11.5$ meV. Nothing in this smaller matrix warns of the error: singular values can reveal an aliased shell only if that shell has a column. A validation set from the same cell gives no warning either. For 40 random 4×4 patterns, the truncated fit agreed with explicit bond sums to better than $10^{-9}$ meV per site.

The second is to keep $J_6$ and let a least-squares routine choose the solution of smallest norm. At fixed sum $S$,

$$
J_1^2+J_6^2=\tfrac12S^2+\tfrac12(J_1-J_6)^2
$$

is smallest for $J_1=J_6=S/2=5.75$ meV. The equal division comes from the routine's convention and has no support in the energies.

The four-state method, which flips two chosen spins on a fixed background, meets the same limit. Let the spins be $s_a$ and $s_b$, separated by $\mathbf d$. In the total cell energy their product appears once from each end, giving $-\tfrac12[\tilde J(\mathbf d)+\tilde J(-\mathbf d)]s_as_b=-\tilde J(\mathbf d)s_as_b$. All terms containing at most one of the two spins cancel in

$$
E_{\uparrow\uparrow}+E_{\downarrow\downarrow}-E_{\uparrow\downarrow}-E_{\downarrow\uparrow}=-4\tilde J(\mathbf d).
$$

Dividing this combination by $-4$, the 4×4 cell gives 11.5 meV for $\mathbf d=(1,0)$, again $J_1+J_6$. For $(2,0)$ it gives 4.0 meV, which is $2J_3$, and for $(2,2)$ it gives −2.0 meV, which is $4J_5$. Within the six-shell model these last two can be corrected by counting images; the first cannot.

## A poor set of configurations loses more

A large cell does not help if the patterns placed in it have a shorter period. Consider the eight patterns, distinct up to reversal of all spins, that repeat with a 2×2 period. Eight energies for seven unknowns look sufficient, but the singular values are 8.485, 6.928, 4.000 and four zeros.

Folding with period 2 explains this. Shells 1, 4 and 6 fall into the class of $(1,0)$, which has two members, so $\tilde J(1,0)=2J_1+4J_4+2J_6$. Shell 2 is alone. Shells 3 and 5 consist of translations of the 2×2 period and shift the constant by $-\tfrac12(4J_3+4J_5)$. The determined combinations are

$$
J_1+2J_4+J_6=13.5,\qquad J_2=-4,\qquad e_0-2J_3-2J_5=17\quad\text{(meV)}.
$$

The minimum-norm solution distributes each value in proportion to its coefficients. It gives $J_3=-2\times17/9=-3.8$ meV, whereas the true value is $+2$ meV. This "coupling" even depends on the arbitrary zero of energy, because 17 contains $e_0$.

## A configuration that separates the couplings

A new energy with coefficient row $y$ removes a single ambiguity $v$ if $y\cdot v\neq0$. Take a stripe with the sequence ↑↑↓ along $x$, uniform along $y$. Along $x$ the spin correlation is $-1/3$ at distance 1 and $1$ at distance 3; along $y$ it is 1. The coefficients are

$$
J_1:\ -\tfrac12\left[2\left(-\tfrac13\right)+2\right]=-\tfrac23,
\qquad
J_6:\ -\tfrac12[2+2]=-2 .
$$

They differ, and $y\cdot v=(-\tfrac23+2)/\sqrt2=0.943$. The energy of this stripe is 7.333 meV per site. The parameters already known contribute

$$
e_0+\tfrac23J_2-\tfrac23J_3+\tfrac43J_4+\tfrac23J_5=17.0\ \text{meV},
$$

so $\tfrac23J_1+2J_6=17.0-7.333=9.667$ meV. Inserting $J_1=11.5-J_6$ gives $7.667+\tfrac43J_6=9.667$, hence $J_6=1.5$ meV and $J_1=10$ meV.

The stripe ↑↑↑↓↓↓, which entered no fit, shows the physical consequence. Its correlations along $x$ are $1/3$ at distance 1 and $-1$ at distance 3, so the coefficient of $J_1$ is $-\tfrac12(\tfrac23+2)=-\tfrac43$ and that of $J_6$ is $-\tfrac12(-2+2)=0$. Relative to the true energy of 7.667 meV per site, the truncated fit errs by $-\tfrac43(11.5-10)=-2.0$ meV and the minimum-norm fit by $-\tfrac43(5.75-10)=+5.7$ meV. The complete fit reproduces the energy.

Full rank does not mean equal precision. If $Y$ is the enlarged 7×7 matrix and the energies carry independent errors $\eta$ of standard deviation $\sigma$, the parameter error is $Y^{-1}\eta$, with covariance $\sigma^2(Y^{\mathsf T}Y)^{-1}$. For $\sigma=0.1$ meV per site, the standard errors are 0.11 meV for $J_1$ and 0.09 meV for $J_6$, but 0.04 meV for their sum. The sum comes from the 4×4 energies alone: numbering them in table order, $S=(E_2-E_1)/8+(E_5-E_4)/4$, with standard error $\sigma\sqrt{2/64+2/16}=0.04$ meV. The separation also needs the stripe energy, in which the coefficients of $J_1$ and $J_6$ differ by $4/3$. The error of that energy alone contributes $\sigma/(4/3)=0.075$ meV to each of the two couplings, with opposite signs, so it cancels in their sum; the errors of the 4×4 energies supply the rest. Nonzero singular values, here down to 0.684, describe this sensitivity for the chosen units and column scaling; the rank does not change if columns are rescaled by nonzero factors.

## How far the cure reaches

The new stripe settles the question within the six-shell model. A seventh shell, at $(3,1)$, would alias with $J_2$ in the 4×4 cell, since $(3,1)=(-1,1)+(4,0)$. With $J_7=0.5$ meV, the six-shell fit to the seven energies would return $J_2=-3$, $J_1=9$ and $J_6=2.5$ meV, again without residual. All collinear patterns of the 3×3 and 4×4 cells together reach at most rank 8, because the two cells share the wavevector zero and $3+6-1=8$. That is just enough for $e_0$ and seven shells, but not for an eighth shell at $(3,2)$. Any finite collection of cells samples finitely many wavevectors, so it cannot determine an unlimited number of couplings without an assumption about their range.

That assumption can be reasonable. For a fixed short displacement $\mathbf d$ in an $L\times L$ cell, the folding error is $\sum_{\mathbf T\neq0}J(\mathbf d+\mathbf T)$, and every vector in it is at least $L-|\mathbf d|$ long. If the sum of $|J(\mathbf R)|$ over the lattice converges, this error vanishes as $L$ grows. The folded coupling $\tilde J(\mathbf d)$ then approaches $J(\mathbf d)$ because the distant couplings are small, which is a property of the material that a small residual in one cell cannot establish. The condition is sufficient, not necessary, and it fails for the oscillating RKKY tails of clean metals, which decay as $1/R^2$ in two dimensions and $1/R^3$ in three, so that the sum of $|J|$ grows logarithmically. There the error can still shrink through cancellation, but not necessarily monotonically in $L$, and several cell sizes must be compared. A fit inherits this convergence if it has a constant and one column for every class of nonzero displacements in the cell, and if its patterns make these columns independent. For a fixed short $\mathbf d$ whose own shell supplies the column, it then returns $\tilde J(\mathbf d)$ itself once $L>2|\mathbf d|$. In a smaller cell members of the shell may coincide modulo $L$, and the fit returns $\tilde J(\mathbf d)$ divided by $z_n/m$, as for $J_3$, $J_4$ and $J_5$ in the 4×4 cell. Enlarging the cell without changing the patterns gains nothing; patterns of period four repeated in a larger cell still return the sums folded with period four. The numerical check accompanying this text compares the Fourier form of the energy and the folded four-state values with explicit bond sums, and compares the ranks from complete enumeration of collinear patterns with the counts of inequivalent wavevectors.

## Numbers as computed

```
Unknowns in order: e0 J1 J2 J3 J4 J5 J6
True parameters (meV): 20.000 10.000 -4.000 2.000 1.000 -0.500 1.500
Shell distances J1..J6 (lattice constants): 1.000 1.414 2.000 2.236 2.828 3.000
Shell sizes J1..J6 (neighbours): 4 4 4 8 4 4
Maximum rank, 2x2 cell, many shells: 3
Maximum rank, 3x3 cell, many shells: 3
Maximum rank, 4x4 cell, many shells: 6
Maximum joint rank, 3x3 and 4x4 cells: 8
Ising patterns enumerated in 4x4 cell: 65536
Their rank for the 7 unknowns: 6
Design rows (dimensionless) and energies (meV/site):
 FM: 1 -2 -2 -2 -4 -2 -2 | E = -2.000
 Neel: 1 2 -2 -2 4 -2 2 | E = 52.000
 stripe: 1 0 2 -2 0 -2 0 | E = 9.000
 double stripe: 1 -1 0 0 2 2 -1 | E = 9.500
 alternating double stripe: 1 1 0 0 -2 2 1 | E = 28.500
 diagonal double stripe: 1 0 0 2 0 -2 0 | E = 25.000
Singular values, 6 patterns, 7 unknowns: 7.050 5.649 3.488 3.210 3.074 2.113
Null vector: 0.000 0.707 0.000 0.000 0.000 0.000 -0.707
Singular values without J6: 6.649 5.649 3.488 3.074 2.406 2.113
Truncated fit e0,J1..J5 (meV): 20.000 11.500 -4.000 2.000 1.000 -0.500
Validation patterns in 4x4 cell: 40
Validation error below 1e-9 meV/site: True
Minimum-norm fit (meV): 20.000 5.750 -4.000 2.000 1.000 -0.500 5.750
2x2-period patterns: 8  rank: 3
Their singular values: 8.485 6.928 4.000 0.000 0.000 0.000 0.000
Their minimum-norm fit (meV): 1.889 2.250 -4.000 -3.778 4.500 -3.778 2.250
Determined J1+2J4+J6, J2, e0-2J3-2J5 (meV): 13.500 -4.000 17.000
Four-state result for d=(1, 0) (meV): 11.500
Four-state result for d=(1, 1) (meV): -4.000
Four-state result for d=(2, 0) (meV): 4.000
Four-state result for d=(2, 1) (meV): 2.000
Four-state result for d=(2, 2) (meV): -2.000
Period-3 stripe row: 1.000 -0.667 0.667 -0.667 1.333 0.667 -2.000
Period-3 stripe energy (meV/site): 7.333
Its row times null vector: 0.943
Singular values with this stripe: 7.054 5.652 4.229 3.471 3.098 2.202 0.684
Complete fit (meV): 20.000 10.000 -4.000 2.000 1.000 -0.500 1.500
Period-6 stripe row: 1.000 -1.333 -0.667 -0.667 0.000 0.667 0.000
Period-6 stripe true energy (meV/site): 7.667
 truncated prediction, error (meV/site): 5.667 -2.000
 minimum-norm prediction, error (meV/site): 13.333 5.667
 complete prediction, error (meV/site): 7.667 0.000
Assumed energy noise (meV/site): 0.100
Standard errors, complete fit (meV): 0.046 0.113 0.031 0.029 0.020 0.023 0.094
Standard error of J1+J6 (meV): 0.040
```
